\section*{The Feynman–Gell-Mann equation and its one-to-one correspondence with Dirac solutions}

\section{An energy shift from an imaginary coupling}

An electron moves in crossed uniform fields. The magnetic force scale is $B=1.0\times10^{8}$ eV/\AA\ and the electric force is $F=0.6\times10^{8}$ eV/\AA. With zero canonical momentum along the two directions of translation symmetry, its lowest positive Dirac level is $4.088\times10^{5}$ eV. A two-component equation of second order gives the same level, when its spin term contains $\mathbf B-i\mathbf E$. If the imaginary part is dropped, the level falls to $3.766\times10^{5}$ eV, which is too low by 7.9\% of the correct value. Both values are real, but only the equation with the non-Hermitian term gives the correct one. These fields are extreme: $B$ corresponds to $3.3\times10^{9}$ T, 0.76 of the critical field at which $\hbar cB$ equals the squared rest energy, and $F$ to $6\times10^{17}$ V/m. At 10 T and the same ratio $F/B$ the shift is only $9\times10^{-5}$ eV, a relative change of $2\times10^{-10}$.

The reason is that the two-component equation is the Dirac equation with half of the spinor eliminated. The imaginary term records that energy and momentum operators do not commute in an electric field.

\section{Conventions and statement}

The algebra uses Gaussian atomic units, with $\hbar=m=1$, electron charge $-1$, and $c$ kept explicit. The fields and operators are
\begin{equation}
\mathbf E=-\nabla\Phi-\frac1c\,\partial_t\mathbf A,\quad
\mathbf B=\nabla\times\mathbf A,\quad
\boldsymbol\pi=\mathbf p+\frac{\mathbf A}{c},\quad
\varepsilon=i\partial_t+\Phi .
\end{equation}
The potentials are given smooth functions of position and time. The Dirac equation is
\begin{equation}
\varepsilon\psi=(c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta c^2)\psi .
\end{equation}
In the chiral representation, $\boldsymbol\alpha=\mathrm{diag}(\boldsymbol\sigma,-\boldsymbol\sigma)$ and $\beta$ exchanges the two halves of $\psi=(R,L)$. Written out, the Dirac equation is the pair
\begin{align}
(\varepsilon-c\,\boldsymbol\sigma\cdot\boldsymbol\pi)R&=c^2L, \label{first}\\
(\varepsilon+c\,\boldsymbol\sigma\cdot\boldsymbol\pi)L&=c^2R. \label{second}
\end{align}

The claim has two parts. First, each half obeys
\begin{equation}
\left[\varepsilon^2-c^2\boldsymbol\pi^2-c\,\boldsymbol\sigma\cdot(\mathbf B\mp i\mathbf E)\right]\phi=c^4\phi, \label{fg}
\end{equation}
with the upper sign for $\phi=R$ and the lower for $\phi=L$. Second, $\psi\mapsto R$ is a linear bijection from the Dirac solutions onto all solutions of the upper-sign equation, and $\psi\mapsto L$ is one onto all solutions of the lower-sign equation.

\section{Derivation of the second-order equation}

Apply $\varepsilon+c\,\boldsymbol\sigma\cdot\boldsymbol\pi$ to (\ref{first}) and use (\ref{second}) on the right:
\begin{equation}
(\varepsilon+c\,\boldsymbol\sigma\cdot\boldsymbol\pi)(\varepsilon-c\,\boldsymbol\sigma\cdot\boldsymbol\pi)R=c^4R. \label{product}
\end{equation}
Keeping the order of the factors, the product is
\begin{equation}
\varepsilon^2-c\,[\varepsilon,\boldsymbol\sigma\cdot\boldsymbol\pi]-c^2(\boldsymbol\sigma\cdot\boldsymbol\pi)^2. \label{expand}
\end{equation}

For the square, $\sigma_j\sigma_k=\delta_{jk}+i\epsilon_{jkl}\sigma_l$ gives $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\boldsymbol\pi^2+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi)$. The cross product does not vanish, because the components of $\boldsymbol\pi$ do not commute. Its $z$ component is
\begin{equation}
[\pi_x,\pi_y]=\frac1c\left([p_x,A_y]+[A_x,p_y]\right)
=-\frac ic(\partial_xA_y-\partial_yA_x)=-\frac ic B_z ,
\end{equation}
and the others follow by cyclic permutation. Therefore
\begin{equation}
(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\boldsymbol\pi^2+\frac1c\,\boldsymbol\sigma\cdot\mathbf B. \label{square}
\end{equation}

For the commutator, act on a test function $f$. The operators $i\partial_t$ and $\mathbf p$ commute, as do $\Phi$ and $\mathbf A$. The two remaining pieces are
\begin{align}
\frac1c[i\partial_t,\mathbf A]f&=\frac ic(\partial_t\mathbf A)f,\\
[\Phi,\mathbf p]f&=-i\Phi\nabla f+i\nabla(\Phi f)=i(\nabla\Phi)f .
\end{align}
Their sum contains the full electric field, induced part included:
\begin{equation}
[\varepsilon,\boldsymbol\pi]=i\left(\nabla\Phi+\frac1c\partial_t\mathbf A\right)=-i\mathbf E. \label{comm}
\end{equation}

Inserting (\ref{square}) and (\ref{comm}) in (\ref{expand}) gives $\varepsilon^2+ic\,\boldsymbol\sigma\cdot\mathbf E-c^2\boldsymbol\pi^2-c\,\boldsymbol\sigma\cdot\mathbf B$, which is the upper-sign form of (\ref{fg}). Eliminating $R$ instead reverses the two factors in (\ref{product}). This changes the sign of the commutator term and leaves the square alone, so $L$ couples to $\mathbf B+i\mathbf E$.

For a particle of charge $q$, the potentials enter as $\varepsilon=i\partial_t-q\Phi$ and $\boldsymbol\pi=\mathbf p-q\mathbf A/c$. Both commutators are linear in the potentials, so $\mathbf E$ and $\mathbf B$ in (\ref{fg}) are each multiplied by $-q$.

\section{The one-to-one correspondence}

\subsection{Proof}

The map $\psi\mapsto R$ is linear. It is injective: if $R=0$, then (\ref{first}) gives $c^2L=0$, hence $\psi=0$.

It is also surjective. Let $R$ be any solution of the upper-sign equation, with no Dirac spinor assumed, and define
\begin{equation}
L=\frac1{c^2}(\varepsilon-c\,\boldsymbol\sigma\cdot\boldsymbol\pi)R. \label{rebuild}
\end{equation}
Equation (\ref{first}) then holds by definition. The other one follows from (\ref{product}):
\begin{equation}
(\varepsilon+c\,\boldsymbol\sigma\cdot\boldsymbol\pi)L
=\frac1{c^2}(\varepsilon+c\,\boldsymbol\sigma\cdot\boldsymbol\pi)(\varepsilon-c\,\boldsymbol\sigma\cdot\boldsymbol\pi)R
=\frac{c^4}{c^2}R=c^2R .
\end{equation}
So $(R,L)$ solves the Dirac equation. The proof for $L$ is the same with the sign of $\boldsymbol\sigma\cdot\boldsymbol\pi$ reversed, and the inverse map is $R=c^{-2}(\varepsilon+c\,\boldsymbol\sigma\cdot\boldsymbol\pi)L$. No step restricts the strength, symmetry or time dependence of the field.

\subsection{Why two components are enough}

An equation of second order in time needs $R$ and $\partial_tR$ at the initial instant. These are four complex functions, as many as $\psi$ has. Equation (\ref{first}) translates one set into the other:
\begin{equation}
i\partial_tR=-\Phi R+c\,\boldsymbol\sigma\cdot\boldsymbol\pi R+c^2L .
\end{equation}
Solutions of both signs of energy are therefore included. If one instead imposes both forms of (\ref{fg}) on a four-component function and leaves $R$ and $L$ independent, there are eight initial functions. That system has twice the freedom of the Dirac equation, and the link (\ref{rebuild}) must be added to remove the excess.

\subsection{The norm}

The conserved Dirac norm is $\int(R^\dagger R+L^\dagger L)\,d^3r$, with $L$ taken from (\ref{rebuild}). The part in $R$ alone is not conserved in general, although it is constant in a stationary state. In its rate of change the Hermitian operator $c\,\boldsymbol\sigma\cdot\boldsymbol\pi-\Phi$ drops out, and the coupling to $L$ remains:
\begin{equation}
\frac{d}{dt}\int R^\dagger R\,d^3r=2c^2\,\mathrm{Im}\int R^\dagger L\,d^3r .
\end{equation}

\subsection{Conditions}

The mass must not vanish. Without the mass term, (\ref{first}) and (\ref{second}) decouple and $R$ says nothing about $L$. The interaction must be minimal coupling to electromagnetic potentials. A Lorentz-scalar potential, which unlike $\Phi$ adds to the mass term, makes the mass depend on position, and an added Pauli moment makes it a field-dependent matrix. Such a term does not in general commute with $\varepsilon\pm c\,\boldsymbol\sigma\cdot\boldsymbol\pi$, so the elimination produces further terms. Finally, a normalizable Dirac state needs both $R$ and the rebuilt $L$ to be square integrable. For singular potentials, such as that of a point nucleus, this has to be checked at the singularity as well as at infinity. The condition is necessary but not always sufficient. For a point nucleus with $Z>\sqrt3\,c/2\approx118.7$, the irregular $j=1/2$ solution, which goes as $r^{-\gamma-1}$ with $\gamma=\sqrt{1-Z^2/c^2}<1/2$, is square integrable as well, and a boundary condition at the nucleus must be added.

\section{The weak-relativistic limit}

In static fields, let the energy be $c^2+w$, and hold $\mathbf A/c$ fixed as $c$ grows. Then $\varepsilon=c^2+w+\Phi$ and $\varepsilon^2-c^4=2c^2(w+\Phi)+(w+\Phi)^2$. Dividing the equation for $R$ by $2c^2$ and neglecting $(w+\Phi)^2/2c^2$ gives, through order $1/c$,
\begin{equation}
wR=\left[h-\frac{i}{2c}\boldsymbol\sigma\cdot\mathbf E\right]R,\qquad
h=\frac12(\boldsymbol\sigma\cdot\boldsymbol\pi)^2-\Phi .
\end{equation}
Here $h$ is the Pauli Hamiltonian. The extra term looks like an imaginary electric dipole energy of order $1/c$, but it does not shift the energies at that order. With $S=\boldsymbol\sigma\cdot\boldsymbol\pi/2c$, which commutes with the kinetic term,
\begin{equation}
[S,h]=\frac1{2c}\boldsymbol\sigma\cdot[\mathbf p,-\Phi]
=\frac{i}{2c}\boldsymbol\sigma\cdot\nabla\Phi=-\frac{i}{2c}\boldsymbol\sigma\cdot\mathbf E .
\end{equation}
The bracket is thus $e^{S}he^{-S}$ up to terms of order $1/c^2$, a similarity transform of $h$ with the same eigenvalues.

The transformation reflects the choice of component. Let $g=(R+L)/\sqrt2$ and $s=(R-L)/\sqrt2$ be the large and small components. The difference of (\ref{first}) and (\ref{second}) is $(\varepsilon+c^2)s=c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,g$, so $s\approx Sg$ and $R\approx(1+S)g/\sqrt2$.

\section{Crossed uniform fields}

\subsection{Solution}

Take $\mathbf E=F\hat{\mathbf x}$ and $\mathbf B=B\hat{\mathbf z}$ with $0\le F<B$, from $\Phi=-Fx$ and $\mathbf A=Bx\hat{\mathbf y}$. For energy $W$ and wave numbers $k_y,k_z$, the operators become $\varepsilon=W-Fx$ and $\boldsymbol\pi=(p_x,\,k_y+Bx/c,\,k_z)$. Define
\begin{equation}
K=\sqrt{B^2-F^2},\qquad x_0=\frac{WF+ck_yB}{K^2}.
\end{equation}
The terms without $p_x$, $k_z$ and spin are
\begin{align}
(W-Fx)^2-(ck_y+Bx)^2
&=W^2-c^2k_y^2-2K^2x_0x-K^2x^2\nonumber\\
&=W^2-c^2k_y^2+K^2x_0^2-K^2(x+x_0)^2 .
\end{align}
Over the denominator $K^2$, the constant has the numerator
\begin{equation}
(W^2-c^2k_y^2)(B^2-F^2)+(WF+ck_yB)^2=(WB+ck_yF)^2,
\end{equation}
because the terms $W^2F^2$ and $c^2k_y^2B^2$ cancel. The equation for $R$ is then
\begin{multline}
\left[c^2p_x^2+K^2(x+x_0)^2+c(B\sigma_z-iF\sigma_x)\right]R\\
=\left[\frac{(WB+ck_yF)^2}{K^2}-c^2k_z^2-c^4\right]R .
\end{multline}

With $x+x_0=\ell u$ and $\ell=\sqrt{c/K}$, the oscillator part is $cK(p_u^2+u^2)$, with eigenvalues $cK(2n+1)$. In the square of the spin matrix the cross terms cancel, since $\sigma_x$ and $\sigma_z$ anticommute:
\begin{equation}
(B\sigma_z-iF\sigma_x)^2=B^2-F^2=K^2 .
\end{equation}
The matrix has zero trace, so its eigenvalues are $sK$ with $s=\pm1$. It is not Hermitian, yet they are real for $F<B$. The left side has the eigenvalues $cK(2n+1+s)=2NcK$, which do not depend on $x_0$. Solving for $W$,
\begin{equation}
W=-\frac{ck_yF}{B}\pm\frac KB\sqrt{c^4+c^2k_z^2+2NcK},\quad N=0,1,2,\dots \label{levels}
\end{equation}

For $N=0$ the one choice is $n=0$, $s=-1$. For $N\ge1$ there are two, $(n,s)=(N,-1)$ and $(N-1,+1)$. Each $R$ is a Gaussian times a polynomial in $x$. The operator in (\ref{rebuild}) preserves this form, so $L$ is square integrable in $x$ and every solution counts as a Dirac state.

\subsection{Meaning and limits}

The slope $\partial W/\partial k_y=-cF/B$ is the drift velocity at which electric and magnetic forces on the electron cancel. For $F=0$, (\ref{levels}) gives the relativistic Landau levels $\pm\sqrt{c^4+c^2k_z^2+2NcB}$. For $k_z=0$ and $NK\ll c^3$, the upper-sign levels are approximately $-ck_yF/B+(K/B)(c^2+NK/c)$, an equally spaced ladder. As $F\to B$, $K$ vanishes and the length $\ell$ diverges. For $F>B$ the oscillator is inverted and this construction of discrete levels fails.

\subsection{Numbers}

For the fields of the opening and $k_y=k_z=0$, $K=0.8\times10^{8}$ eV/\AA\ and $K/B=0.8$. In energy units the two terms under the root are $c^4=2.6112\times10^{11}$ eV$^2$ and $2cK=3.1572\times10^{11}$ eV$^2$. The first two positive levels are
\begin{align}
W_0&=0.8\sqrt{2.6112\times10^{11}}\ \text{eV}=4.088\times10^{5}\ \text{eV},\\
W_1&=0.8\sqrt{5.7684\times10^{11}}\ \text{eV}=6.076\times10^{5}\ \text{eV}.
\end{align}
The next two are $7.558\times10^{5}$ and $8.794\times10^{5}$ eV. The spacing shrinks because the field term is comparable with the rest-energy term, far from the ladder limit. These are levels of one electron in a prescribed field, without radiative corrections.

Without the $iE$ term, the lowest spin eigenvalue is $-B$ instead of $-K$. The oscillator energy $cK$ is then more than cancelled, and $c^4$ is replaced by
\begin{equation}
c^4+c(K-B)=(2.6112-0.3947)\times10^{11}\ \text{eV}^2=2.2165\times10^{11}\ \text{eV}^2 .
\end{equation}
Multiplying the root by 0.8 gives the wrong level, $3.766\times10^{5}$ eV.

The lowest positive state is centred at
\begin{equation}
-x_0=-\frac{W_0F}{K^2}
=-\frac{4.088\times10^{5}\times0.6\times10^{8}}{(0.8\times10^{8})^2}\ \text{\AA}
=-0.00383\ \text{\AA},
\end{equation}
somewhat less than one oscillator length, $\ell=0.00497$ \AA, from the origin. Since $x_0$ contains $W$, states of opposite energy are displaced in opposite directions when $k_y=0$.

Half of this state's norm lies in $R$. At $k_z=0$, $\sigma_z$ anticommutes with $\boldsymbol\sigma\cdot\boldsymbol\pi$. Multiplying (\ref{first}) and (\ref{second}) by $\sigma_z$ shows that $(\sigma_zL,\sigma_zR)$ is a solution with the same $W$. The $N=0$ level is not degenerate, so this solution is $(R,L)$ up to a phase, and $R$ and $L$ have equal norms.

\section{Implementation}

For time evolution, use $R$ and $Q=\varepsilon R$ as variables:
\begin{align}
i\partial_tR&=Q-\Phi R,\\
i\partial_tQ&=\left[c^2\boldsymbol\pi^2+c\,\boldsymbol\sigma\cdot(\mathbf B-i\mathbf E)+c^4\right]R-\Phi Q .
\end{align}
The other half is $L=(Q-c\,\boldsymbol\sigma\cdot\boldsymbol\pi R)/c^2$ at any time. This scheme was tested against direct integration of the Dirac equation, in a field depending on $x$ and $t$ with model value $c=2$. The largest difference in $R$ was $1.6\times10^{-11}$. With the sign of $i\mathbf E$ reversed it was 0.41. The norm of $R$ alone fell from 8.64 to 6.42, while that of $R$ and the rebuilt $L$ together stayed at 11.704421.

For static fields, (\ref{fg}) is a quadratic eigenvalue problem,
\begin{equation}
(W^2+2W\Phi+C)R=0,\quad
C=\Phi^2-c^2\boldsymbol\pi^2-c\,\boldsymbol\sigma\cdot(\mathbf B-i\mathbf E)-c^4 .
\end{equation}
Setting $Y=WR$ makes it linear:
\begin{equation}
W\begin{pmatrix}R\\Y\end{pmatrix}=
\begin{pmatrix}0&1\\-C&-2\Phi\end{pmatrix}
\begin{pmatrix}R\\Y\end{pmatrix}.
\end{equation}
With $M$ orthonormal spatial basis functions this matrix has dimension $4M$, like the Dirac matrix. In a non-orthogonal basis the overlap matrix multiplies $W^2$ and $c^4$, and the problem becomes a generalized one. It is not Hermitian and needs a general eigenvalue solver.

In a finite basis the commutators hold approximately, so the two matrices agree for converged states and not for every eigenvalue. In the crossed-field test, Dirac eigenvectors with most of their weight in the upper half of the oscillator basis were discarded as products of truncation. For $N\le3$ and both signs of energy, the Dirac matrix and the equations for $R$ and for $L$ each gave 14 states, as $2(1+2+2+2)$ requires. Spinors rebuilt from $R$ satisfied the Dirac eigenvalue equation with a residual of at most $4.4\times10^{-14}$ relative to $c^2$ at $k_y=k_z=0$. The remaining values are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Space- and time-dependent field, c = 2.0, time 1.5 (model units)
  largest |R(second order) - R(Dirac)|    = 1.6e-11
  largest |L(second order) - L(Dirac)|    = 2.6e-11
  largest |L(rebuilt from R) - L(Dirac)|  = 2.4e-11
  same for R with sign of iE reversed     = 0.412
  norm of R and L together, start, end    = 11.704421, 11.704421
  norm of R alone, start, end             = 8.639380, 6.416421
Crossed fields, ky = kz = 0
  magnetic force B            = 1.000e+08 eV/angstrom
  electric force F            = 6.000e+07 eV/angstrom
  K = sqrt(B^2 - F^2)         = 8.000e+07 eV/angstrom
  spin matrix eigenvalues     = -8.000e+07, 8.000e+07 eV/angstrom
  rest energy c^2             = 510999.0 eV
  c^4                         = 2.61120e+11 eV^2
  2 c K                       = 3.15723e+11 eV^2
  oscillator length sqrt(c/K) = 0.004966 angstrom
  N = 0: formula 408799.16 eV, Dirac matrix 408799.16 eV, states 1
  N = 1: formula 607601.50 eV, Dirac matrix 607601.50 eV, states 2
  N = 2: formula 755805.80 eV, Dirac matrix 755805.80 eV, states 2
  N = 3: formula 879377.76 eV, Dirac matrix 879377.76 eV, states 2
  states with N <= 3, both signs of energy:
    Dirac 14, R equation 14, L equation 14
  largest Dirac residual of rebuilt states / c^2 = 4.4e-14
  centre of R, lowest positive level: -0.003832 angstrom
  centre from the formula:            -0.003832 angstrom
  share of the norm in R, same state: 0.500000
  lowest positive level without the iE term: 376641.61 eV
\end{verbatim}
